# Slater-Koster table for s, p and d orbitals from rotation matrices, part 1

(Sections cited here and not found follow in the second part.)

Hartree atomic units are used. An atom of species A sits at the origin and an atom of species B at \(\mathbf R=d\,\mathbf n\), with \(\mathbf n=(l,m,n)\) and \(l^2+m^2+n^2=1\). The letters \(l,m,n\) are direction cosines; angular momenta are written \(L\) and \(M\). Each atom has one s, one p and one d shell of real orbitals \(\varphi_\alpha(\mathbf r)=R_{L_\alpha}(r)f_\alpha(\hat{\mathbf r})\). The \(f_\alpha\) are orthonormal on the unit sphere and equal a positive constant times \(1\); \(x,y,z\); \(xy,yz,zx,x^2-y^2,3z^2-r^2\) (the last is labelled \(z^2\)). The object of study is
\[
E^{AB}_{\alpha\beta}(\mathbf R)=\int\varphi^A_\alpha(\mathbf r)\,O\,\varphi^B_\beta(\mathbf r-\mathbf R)\,d^3r ,
\]
where \(O\) is either \(1\) (the overlap \(S\)) or the two-centre Hamiltonian \(h=-\tfrac12\nabla^2+v_A(|\mathbf r|)+v_B(|\mathbf r-\mathbf R|)\). The first superscript names the atom at the origin, which also carries the first index. The numerical check supplies the tests and numbers quoted.

## (a) The bond frame

Relate \(E^{AB}(\mathbf R)\) to the matrix \(E^z=E^{AB}(d\,\hat{\mathbf z})\).

**Solution.** Let \(U\) be a proper rotation matrix with columns \(\mathbf e_1,\mathbf e_2,\mathbf n\), so that \(U\hat{\mathbf z}=\mathbf n\). The pair \(\mathbf e_1,\mathbf e_2\) is fixed only up to a turn by an angle \(\gamma\) about \(\mathbf n\). Substitute \(\mathbf r=U\mathbf r'\), with Jacobian 1. The function \(r^Lf_\alpha\) is a homogeneous polynomial of degree \(L\) annihilated by \(\nabla^2\), and a rotation preserves both properties. The rotated function therefore lies in the same shell:
\[
f_\alpha(U\hat{\mathbf r}')=\sum_a D_{\alpha a}f_a(\hat{\mathbf r}'),\qquad D_{\alpha a}=0\ \text{unless}\ L_\alpha=L_a .
\]
Since \(d\Omega\) is rotation invariant, \(\delta_{\alpha\beta}=\int f_\alpha(U\hat{\mathbf r}')f_\beta(U\hat{\mathbf r}')\,d\Omega'=\sum_aD_{\alpha a}D_{\beta a}\), so \(D\) is orthogonal. For the second orbital \(\mathbf r-\mathbf R=U(\mathbf r'-d\hat{\mathbf z})\), and the same \(D\) appears. The operator keeps its form, because \(\nabla^2=\nabla'^2\), \(|\mathbf r|=|\mathbf r'|\) and \(|\mathbf r-\mathbf R|=|\mathbf r'-d\hat{\mathbf z}|\). Hence
\[
E^{AB}_{\alpha\beta}(\mathbf R)=\sum_{ab}D_{\alpha a}\,E^z_{ab}\,D_{\beta b}.\tag{1}
\]

## (b) Selection rules along the bond

Which elements of \(E^z\) survive, how many are independent, and which symmetries of \(O\) are used?

**Solution.** Both atoms lie on the \(z\) axis and share the cylindrical coordinates \(\rho,\phi\). The functions s, \(z\), \(z^2\) do not depend on \(\phi\) and get the label \(M=0\). From \(x=\rho\cos\phi\), \(y=\rho\sin\phi\), the functions \(x,zx\) go as \(\cos\phi\) (\(M=+1\)) and \(y,yz\) as \(\sin\phi\) (\(M=-1\)). From \(x^2-y^2=\rho^2\cos2\phi\) and \(2xy=\rho^2\sin2\phi\) come \(M=+2\) and \(M=-2\). Cosine and sine partners have the same norm over \(\phi\), so they share one factor \(g(\rho,z)\), sign included.

Take \(g\,e^{iM\phi}\) on A and \(g'e^{iM'\phi}\) on B. The shift \(\phi\to\phi+\chi\) leaves \(O\) unchanged and multiplies the integral by \(e^{i(M'-M)\chi}\), so the integral vanishes unless \(M=M'\); call it \(W_M\). With \(\mu=|M|>0\), \(\cos\mu\phi=(e^{i\mu\phi}+e^{-i\mu\phi})/2\) and \(\sin\mu\phi=(e^{i\mu\phi}-e^{-i\mu\phi})/2i\), conjugating the bra gives
\[
\langle\cos|O|\cos\rangle=\langle\sin|O|\sin\rangle=\tfrac14(W_\mu+W_{-\mu}),
\]
\[
\langle\cos|O|\sin\rangle=-\langle\sin|O|\cos\rangle=\tfrac1{4i}(W_\mu-W_{-\mu}).
\]
Axial symmetry alone allows the antisymmetric coupling in the second line. The mirror \(\phi\to-\phi\) also leaves \(O\) unchanged and gives \(W_\mu=W_{-\mu}\), which removes it. Therefore
\[
E^z_{ab}=\delta_{M_aM_b}\,V^{AB}_{L_aL_b\mu},\qquad \mu=|M_a|=0,1,2\equiv\sigma,\pi,\delta .\tag{2}
\]
This defines the bond integrals and their sign: B lies on the positive \(z\) axis. Channel \(\mu\) needs \(L,L'\ge\mu\), which gives \(3^2+2^2+1^2=14\) integrals.

The mirror cannot be dropped. The operator \((\mathbf r\times\nabla)_z=x\partial_y-y\partial_x=\partial_\phi\), to which the orbital Zeeman term of a field along the bond is proportional, is axially symmetric but odd under the mirror. It turns the \(p_y\) orbital of B into \(p_x\), so \(\langle x|\partial_\phi|y\rangle=S_{pp\pi}\). The program tests the size of this element (0.09278 in the model of part (f)) and its antisymmetry.

Inserting (2) in (1), and noting that \(D\) forces \(L_a=L_\alpha\), \(L_b=L_\beta\),
\[
E^{AB}_{\alpha\beta}=\sum_\mu P^\mu_{\alpha\beta}\,V^{AB}_{L_\alpha L_\beta\mu},\qquad
P^\mu_{\alpha\beta}=\sum_{\substack{a,b:\ M_a=M_b\\|M_a|=\mu}}D_{\alpha a}D_{\beta b}.\tag{3}
\]
Exchanging \(\alpha\leftrightarrow\beta\) and renaming \(a\leftrightarrow b\) shows \(P^\mu_{\alpha\beta}=P^\mu_{\beta\alpha}\). The geometric coefficients carry no sign under exchange of the orbital labels.

## (c) The rotation matrices and the coefficients \(P^\mu\)

Find \(D\) for \(L=0,1,2\) and express \(P^\sigma,P^\pi,P^\delta\) through \(\mathbf n\) alone.

**Solution.** For s, \(D=1\). For p, \(x_i=\sum_aU_{ia}x'_a\), so \(D_{ia}=U_{ia}\): the columns are \(\mathbf e_1,\mathbf e_2,\mathbf n\).

A d function is \(\hat{\mathbf r}^TQ\hat{\mathbf r}\) with \(Q\) symmetric and traceless (harmonic because \(\nabla^2\,\mathbf r^TQ\mathbf r=2\operatorname{Tr}Q\)). The tensor \(\int\hat r_i\hat r_j\hat r_k\hat r_p\,d\Omega\) is isotropic and fully symmetric, so it is \(c(\delta_{ij}\delta_{kp}+\delta_{ik}\delta_{jp}+\delta_{ip}\delta_{jk})\); contracting \(i=j\), \(k=p\) gives \(4\pi=(9+3+3)c\). For traceless symmetric \(Q,Q'\) the first term drops out and the other two are equal, so the overlap on the sphere is \((8\pi/15)\operatorname{Tr}QQ'\). Thus \(f_\alpha=\sqrt{15/8\pi}\,\hat{\mathbf r}^TQ_\alpha\hat{\mathbf r}\) with \(\operatorname{Tr}Q_\alpha Q_\beta=\delta_{\alpha\beta}\):
\[
Q_{xy}=\frac{\hat{\mathbf x}\hat{\mathbf y}^T+\hat{\mathbf y}\hat{\mathbf x}^T}{\sqrt2},\quad
Q_{x^2-y^2}=\frac{\hat{\mathbf x}\hat{\mathbf x}^T-\hat{\mathbf y}\hat{\mathbf y}^T}{\sqrt2},\quad
Q_{z^2}=\frac{3\hat{\mathbf z}\hat{\mathbf z}^T-1}{\sqrt6},
\]
with \(Q_{yz},Q_{zx}\) built like \(Q_{xy}\). Now \(\mathbf r^TQ_\alpha\mathbf r=\mathbf r'^T(U^TQ_\alpha U)\mathbf r'\), and \(U^TQ_\alpha U\) is again symmetric and traceless. Its components in the trace-orthonormal basis are, by cyclicity of the trace,
\[
D_{\alpha a}=\operatorname{Tr}(U^TQ_\alpha U\,Q_a)=\operatorname{Tr}(Q_\alpha\,UQ_aU^T).
\]
The matrix \(UQ_aU^T\) is \(Q_a\) with \(\hat{\mathbf x},\hat{\mathbf y},\hat{\mathbf z}\) replaced by \(\mathbf e_1,\mathbf e_2,\mathbf n\), and \(\operatorname{Tr}(Q\,\mathbf a\mathbf b^T)=\mathbf b^TQ\mathbf a\).

*The \(\sigma\) channel.* Each shell has one column with \(M=0\); call its entries \(a_\alpha\). For d, \(a_\alpha=\operatorname{Tr}[Q_\alpha(3\mathbf n\mathbf n^T-1)]/\sqrt6=(3/\sqrt6)\,\mathbf n^TQ_\alpha\mathbf n\), as \(\operatorname{Tr}Q_\alpha=0\). So
\[
P^\sigma_{\alpha\beta}=a_\alpha a_\beta,\qquad a_s=1,\quad a_i=n_i,\quad a_\alpha=\sqrt{3/2}\;\mathbf n^TQ_\alpha\mathbf n .\tag{4}
\]

*The \(\pi\) channel.* For p the columns \(M=\pm1\) are \(\mathbf e_{1,2}\cdot\hat{\mathbf x}_i\), where \(\hat{\mathbf x}_i\) is the Cartesian unit vector. For d the column \(zx\) is \(\operatorname{Tr}[Q_\alpha(\mathbf n\mathbf e_1^T+\mathbf e_1\mathbf n^T)]/\sqrt2=\sqrt2\,\mathbf e_1\cdot Q_\alpha\mathbf n\), the two terms being equal because \(Q_\alpha\) is symmetric; the column \(yz\) has \(\mathbf e_2\). In both shells the entries are \(\mathbf e_{1,2}\cdot\mathbf u_\alpha\), with \(\mathbf u_i=\hat{\mathbf x}_i\) and \(\mathbf u_\alpha=\sqrt2\,Q_\alpha\mathbf n\) (and \(\mathbf u_s=0\)). Completeness of the frame gives \(\mathbf e_1\mathbf e_1^T+\mathbf e_2\mathbf e_2^T=1-\mathbf n\mathbf n^T\), a projector, so
\[
P^\pi_{\alpha\beta}=\mathbf u_\alpha\cdot\mathbf u_\beta-(\mathbf u_\alpha\cdot\mathbf n)(\mathbf u_\beta\cdot\mathbf n)=\mathbf w_\alpha\cdot\mathbf w_\beta,\qquad \mathbf w_\alpha=(1-\mathbf n\mathbf n^T)\mathbf u_\alpha .\tag{5}
\]

*The \(\delta\) channel.* It exists only in the d-d block, where the five columns of \(D\) fall into the three channels and orthogonality gives
\[
P^\delta_{\alpha\beta}=\delta_{\alpha\beta}-P^\sigma_{\alpha\beta}-P^\pi_{\alpha\beta}.\tag{6}
\]
The angle \(\gamma\) appears in \(D\) but in none of (4) to (6). The program computes \(D\) by quadrature on the sphere for random Euler angles and tests orthogonality, both formulas for \(D\), that \(D\) changes with \(\gamma\), and that the sums (3) equal the table below.

## (d) The table

Write out all coefficients as polynomials in \(l,m,n\).

**Solution.** Define \(\Delta=l^2-m^2\) and \(q=n^2-\tfrac12(l^2+m^2)=\tfrac12(3n^2-1)\). Multiplying each \(Q\) into \(\mathbf n\), and using \(a_\alpha=(\sqrt3/2)\,\mathbf u_\alpha\cdot\mathbf n\) from (4):

| \(\alpha\) | \(\mathbf u_\alpha\) | \(\mathbf u_\alpha\cdot\mathbf n\) | \(a_\alpha\) |
|---|---|---|---|
| \(xy\) | \((m,l,0)\) | \(2lm\) | \(\sqrt3\,lm\) |
| \(yz\) | \((0,n,m)\) | \(2mn\) | \(\sqrt3\,mn\) |
| \(zx\) | \((n,0,l)\) | \(2nl\) | \(\sqrt3\,nl\) |
| \(x^2-y^2\) | \((l,-m,0)\) | \(\Delta\) | \(\tfrac{\sqrt3}2\Delta\) |
| \(z^2\) | \((-l,-m,2n)/\sqrt3\) | \((3n^2-1)/\sqrt3\) | \(q\) |

The relabelling \(x\to y\to z\to x\), \(l\to m\to n\to l\) maps s, the p set and the first three rows onto themselves, so one entry of each such cycle suffices. The superscript \(AB\) is dropped here.

*Rows s and p-p.* From (4) and (5), \(E_{ss}=V_{ss\sigma}\), \(E_{s,x}=lV_{sp\sigma}\), \(E_{s,\alpha}=a_\alpha V_{sd\sigma}\) with the last column above, and
\[
E_{x,x}=l^2V_{pp\sigma}+(1-l^2)V_{pp\pi},\qquad E_{x,y}=lm\,(V_{pp\sigma}-V_{pp\pi}).
\]

*Block p-d.* Here \(P^\sigma=n_ia_\alpha\) and \(P^\pi=(\mathbf u_\alpha)_i-n_i\,\mathbf u_\alpha\cdot\mathbf n\). For the last row, \(-l/\sqrt3-l(3n^2-1)/\sqrt3=-\sqrt3\,ln^2\) and \(2n/\sqrt3-n(3n^2-1)/\sqrt3=\sqrt3\,n(1-n^2)\). The results are
\[
\begin{aligned}
E_{x,xy}&=\sqrt3\,l^2m\,V_{pd\sigma}+m(1-2l^2)V_{pd\pi}\\
E_{x,yz}&=\sqrt3\,lmn\,V_{pd\sigma}-2lmn\,V_{pd\pi}\\
E_{x,zx}&=\sqrt3\,l^2n\,V_{pd\sigma}+n(1-2l^2)V_{pd\pi}\\
E_{x,x^2-y^2}&=\tfrac{\sqrt3}2l\Delta V_{pd\sigma}+l(1-\Delta)V_{pd\pi}\\
E_{y,x^2-y^2}&=\tfrac{\sqrt3}2m\Delta V_{pd\sigma}-m(1+\Delta)V_{pd\pi}\\
E_{z,x^2-y^2}&=\tfrac{\sqrt3}2n\Delta V_{pd\sigma}-n\Delta V_{pd\pi}\\
E_{x,z^2}&=lq\,V_{pd\sigma}-\sqrt3\,ln^2V_{pd\pi}\\
E_{y,z^2}&=mq\,V_{pd\sigma}-\sqrt3\,mn^2V_{pd\pi}\\
E_{z,z^2}&=nq\,V_{pd\sigma}+\sqrt3\,n(l^2+m^2)V_{pd\pi}
\end{aligned}
\]

*Block d-d, \(\pi\) coefficients.* Each line is \(\mathbf u\cdot\mathbf u'-(\mathbf u\cdot\mathbf n)(\mathbf u'\cdot\mathbf n)\):
\[
\begin{aligned}
(xy,xy)&:\ l^2+m^2-4l^2m^2\\
(xy,yz)&:\ ln-4lm^2n\\
(xy,x^2-y^2)&:\ (ml-lm)-2lm\Delta=-2lm\Delta\\
(yz,x^2-y^2)&:\ -mn-2mn\Delta\\
(zx,x^2-y^2)&:\ nl-2nl\Delta\\
(x^2-y^2,x^2-y^2)&:\ l^2+m^2-\Delta^2\\
(xy,z^2)&:\ [-2lm-2lm(3n^2-1)]/\sqrt3=-2\sqrt3\,lmn^2\\
(yz,z^2)&:\ [mn-2mn(3n^2-1)]/\sqrt3=\sqrt3\,mn(1-2n^2)\\
(x^2-y^2,z^2)&:\ [-\Delta-\Delta(3n^2-1)]/\sqrt3=-\sqrt3\,n^2\Delta\\
(z^2,z^2)&:\ [1+3n^2-(3n^2-1)^2]/3=3n^2(1-n^2)
\end{aligned}
\]
The pair \((zx,z^2)\) has \(\mathbf u\cdot\mathbf u'=(-ln+2ln)/\sqrt3\) and equals \((yz,z^2)\) with \(m\to l\), giving \(\sqrt3\,ln(1-2n^2)\). The same replacement in the list below gives its \(\delta\) coefficient, \(-\tfrac{\sqrt3}2ln(1-n^2)\).

*Block d-d, \(\delta\) coefficients,* from (6) with \(P^\sigma=a_\alpha a_\beta\):
\[
\begin{aligned}
(xy,xy)&:\ 1-3l^2m^2-l^2-m^2+4l^2m^2=n^2+l^2m^2\\
(xy,yz)&:\ -3lm^2n-ln+4lm^2n=ln(m^2-1)\\
(xy,x^2-y^2)&:\ (-\tfrac32+2)lm\Delta=\tfrac12lm\Delta\\
(yz,x^2-y^2)&:\ mn(-\tfrac32\Delta+1+2\Delta)=mn(1+\tfrac12\Delta)\\
(zx,x^2-y^2)&:\ nl(-\tfrac32\Delta-1+2\Delta)=-nl(1-\tfrac12\Delta)\\
(x^2-y^2,x^2-y^2)&:\ 1-\tfrac34\Delta^2-l^2-m^2+\Delta^2=n^2+\tfrac14\Delta^2\\
(xy,z^2)&:\ \sqrt3\,lm(2n^2-q)=\tfrac{\sqrt3}2lm(1+n^2)\\
(yz,z^2)&:\ -\sqrt3\,mn(q+1-2n^2)=-\tfrac{\sqrt3}2mn(1-n^2)\\
(x^2-y^2,z^2)&:\ \sqrt3\,\Delta(n^2-\tfrac12q)=\tfrac{\sqrt3}4\Delta(1+n^2)\\
(z^2,z^2)&:\ 1-q^2-3n^2+3n^4=\tfrac34(1-n^2)^2
\end{aligned}
\]
In the last line \(q^2=(9n^4-6n^2+1)/4\), so the sum is \((3-6n^2+3n^4)/4\). An assembled entry reads, for instance,
\[
E_{xy,yz}=3lm^2n\,V_{dd\sigma}+ln(1-4m^2)V_{dd\pi}+ln(m^2-1)V_{dd\delta}.
\]
For \(\mathbf n=\hat{\mathbf z}\) (\(l=m=\Delta=0\), \(q=1\)) the table returns (2), for example \(E_{x,zx}=V_{pd\pi}\), \(E_{xy,xy}=V_{dd\delta}\), \(E_{z^2,z^2}=V_{dd\sigma}\). Entries with \(L_\alpha>L_\beta\) use the same polynomials, by the symmetry of \(P^\mu\), with their own integrals: \(E^{AB}_{x,s}=lV^{AB}_{ps\sigma}\). The program tests all 45 entries symbolically against (4) to (6) on the unit sphere.

## (e) Reversing the bond and exchanging the centres

How does \(E^{AB}\) change under \(\mathbf R\to-\mathbf R\)? How is \(V^{BA}\) related to \(V^{AB}\)? Under what condition does this relate \(V_{ps\sigma}\) and \(V_{sp\sigma}\) of one and the same bond?

The rotation matrices and the symmetry of the bond have reduced every s, p, d matrix element to at most three bond integrals, with coefficients written out as polynomials in \(l,m,n\). What remains is to answer the questions of part (e), evaluate a numerical bond, and treat the invariants, Bloch sums and limits of the table.
